Linear response at arbitrary wavevector within one primitive cell

**1. The difficulty**

A phonon of wavevector q displaces the atoms by different amounts in different cells, so the perturbed crystal no longer has the period of the lattice. Treated directly, it needs a supercell that holds a whole number of wavelengths. For q equal to 1/100 of a reciprocal lattice vector that is 100 cells, and for an irrational fraction no supercell exists.

In linear response the supercell is unnecessary. The first-order change of an orbital of wavevector k has wavevector k+q, and the first-order density is exp(iq·r) times a lattice-periodic function. Once these known phases are removed, all unknowns live in one primitive cell. The size of the problem is then independent of q, apart from small fluctuations in the number of plane waves. The number of iterations and the use of symmetry are separate matters, taken up in section 7.

**2. Conventions and assumptions**

Hartree atomic units are used. R is a lattice vector, G a reciprocal lattice vector and Ω the cell volume. The unperturbed Kohn-Sham Hamiltonian H is lattice periodic and real, its bands are doubly occupied, and a gap separates occupied from empty states. There is no magnetism or spin-orbit coupling. The exchange-correlation potential depends on the density alone.

The orbitals are

ψ_mk(r) = exp(ik·r) u_mk(r), with u_mk(r) = Σ_G c_mk(G) exp(iG·r)/√Ω.

Here u_mk is normalized over one cell, and the sum runs over the sphere |k+G| ≤ K with K = √(2E_cut). With N_k points in the k-mesh, the density is n = (2/N_k) Σ_mk |ψ_mk|².

A complex perturbation ΔV of wavevector q is convenient. The physical, Hermitian perturbation is

λ ΔV + λ* ΔV†.

At first order the effects of λ and λ* add without mixing, so the coefficient of λ can be computed alone. If the physical displacements are h cos(q·R), then λ = h/2 and the density changes by h Re Δn. If they are h sin(q·R), then λ = h/(2i) and it changes by h Im Δn.

**3. The potential of a displacement wave**

Let an atom at τ in each cell carry a potential v, and displace it along direction α by an amount proportional to exp(iq·R). Differentiating Σ_R v(r−R−τ−u_R) with respect to the amplitude gives

ΔV_ext(r) = −Σ_R exp(iq·R) ∂_α v(r−R−τ).

Replace r by r+R₀ and rename R−R₀ as the summation vector. A factor exp(iq·R₀) comes out:

ΔV_ext(r+R₀) = exp(iq·R₀) ΔV_ext(r).

Hence ΔV_ext = exp(iq·r) Δṽ_ext(r), with Δṽ_ext lattice periodic. To find its coefficients, write p = q+G and

Δṽ_ext(G) = (1/Ω) ∫_cell exp(−ip·r) ΔV_ext(r) dr.

In the term R, shift r by R. The phases combine to exp(iq·R) exp(−ip·R) = exp(−iG·R) = 1, and the shifted cells together fill all space. An integration by parts turns ∂_α into a factor ip_α, so that

Δṽ_ext(G) = −(i p_α/Ω) v(p) exp(−ip·τ), where v(p) = ∫ v(r) exp(−ip·r) dr.

For a nonlocal pseudopotential the same argument gives the condition

ΔV(r+R, r'+R) = exp(iq·R) ΔV(r, r'),

which is all that the next section uses.

**4. The first-order orbital**

First, the wavevector. Substitute r' = s+R in the integral:

(ΔVψ_mk)(r+R) = ∫ ΔV(r+R, s+R) ψ_mk(s+R) ds
= exp(iq·R) exp(ik·R) (ΔVψ_mk)(r).

Thus ΔVψ_mk is a Bloch function of wavevector k+q.

Next, the equation for the response. From here on ΔV is the total first-order change of the Kohn-Sham potential, external plus induced; section 6 shows that the induced part has the same form as the external one. Let P project on the occupied states, and let Q = 1−P. The perturbed projector is still idempotent. The part of P² = P linear in λ reads

ΔP = P ΔP + ΔP P.

Multiplying by P from both sides gives PΔPP = 2PΔPP, so PΔPP = 0. Multiplying by Q from both sides gives QΔPQ = 0. Mixing among occupied states therefore does not change the density matrix, and what remains is

ΔP = QΔPP + PΔPQ.

Define Δψ_mk = QΔPψ_mk. The projector commutes with the Hamiltonian also after the perturbation, hence at first order

[H, ΔP] + [ΔV, P] = 0.

Apply this to ψ_mk and project with Q. The first commutator gives (H−ε_mk)Δψ_mk, because Q commutes with H and Hψ_mk = ε_mkψ_mk. The second gives QΔVψ_mk, because QP = 0. The result is the Sternheimer equation

(H − ε_mk) Δψ_mk = −Q ΔV ψ_mk.

H and Q preserve wavevector and the source has wavevector k+q, so the solution has it too. It is unique in the space of empty states: there H−ε_mk has eigenvalues ε_c,k+q − ε_mk, which the gap keeps positive.

Write Δψ_mk = exp(i(k+q)·r) Δu_mk and remove the phase. For iterative solvers it helps to add αP_{k+q}:

(H_{k+q} + αP_{k+q} − ε_mk) Δu_mk = −(1−P_{k+q}) Δṽ u_mk.

On an occupied state m' at k+q the operator now has the eigenvalue ε_m',k+q + α − ε_mk. This is positive if α exceeds the width of the occupied bands. The solution is unchanged: the source has no occupied component, so neither has Δu_mk.

In plane waves, for a local potential V,

H_{k+q}(G,G') = ½|k+q+G|² δ_GG' + V(G−G'),

(Δṽ u_mk)(G) = Σ_G' Δṽ(G−G') c_mk(G').

The two sides use different spheres: G' satisfies |k+G'| ≤ K, while G satisfies |k+q+G| ≤ K. The cutoff acts on the full wavevector of the plane wave, which for the response is k+q+G.

A supercell shows that this choice is consistent. Each of its reciprocal vectors can be written in one way as k_j+G, with k_j on the mesh that folds to the supercell's Γ point. The condition |k_j+G| ≤ K is the same in both descriptions, so the supercell basis is the disjoint union of the primitive spheres. With these spheres the primitive calculation reproduces the supercell response in the same finite basis.

One detail matters when stored orbitals are reused. If k+q = k'+G₀ with k' on the stored mesh, then u_{k+q} = exp(−iG₀·r) u_{k'}, and therefore

c_{k+q}(G) = c_{k'}(G+G₀).

**5. The first-order density**

The term PΔPQ is the adjoint of the corresponding term for ΔV†, a perturbation of wavevector −q. Denote the two orbital responses by Δ^q and Δ^−q. The diagonal of ΔP, with two electrons per orbital, gives

Δn = (2/N_k) Σ_mk [ψ_mk* Δ^qψ_mk + ψ_mk (Δ^−qψ_mk)*].

The phases of the first term are exp(−ik·r) exp(i(k+q)·r) = exp(iq·r). Those of the second are exp(ik·r) exp(−i(k−q)·r) = exp(iq·r). Both terms are thus exp(iq·r) times a periodic function.

Time reversal removes the need to solve for −q. Take the complex conjugate of the Sternheimer equation for −q. H and Q are real, and the conjugate of ΔV† is the transpose of ΔV. This equals ΔV for a local potential, and for a nonlocal one built from real symmetric kernels. Hence

(H − ε_mk)(Δ^−qψ_mk)* = −Q ΔV ψ_mk*.

This is the equation for +q applied to φ = ψ_mk*, an occupied state at −k. Its solution is unique, so (Δ^−qψ_mk)* = Δ^qφ, and the second density term becomes φ*Δ^qφ. Summed over the occupied states of the mesh, it equals the first sum, provided that the mesh contains −k (up to some G) with each k. Therefore

Δñ(r) = (4/N_k) Σ_mk u_mk*(r) Δu_mk(r).

One factor 2 is spin and the other is time reversal. If time reversal is broken, the second family of responses has to be treated explicitly, unless another symmetry relates it to the first. The size of the cell stays the same.

The mesh need not contain k+q. If it does not, the occupied states at k+q are found by a separate diagonalization in the unperturbed potential, and the sum is a quadrature of the Brillouin-zone integral.

The triangle inequality bounds the plane waves in Δn. A product of coefficients at k+q+G and k+G' contributes at q+G−G', whose length is at most 2K. With q reduced to the first zone, the primitive FFT grid that holds the ground-state density therefore needs at most a small margin.

**6. Closing the self-consistent cycle**

The density change produces a potential change, and the cycle closes only if this has the same form. For an interaction w(r−r') with transform w(p),

∫ w(r−r') exp(iq·r') Δñ(r') dr' = exp(iq·r) Σ_G w(q+G) Δñ(G) exp(iG·r),

because a convolution multiplies each plane wave by the transform at its own wavevector. For the Coulomb interaction w(p) = 4π/p². A local exchange-correlation potential contributes f_xc(r)Δn(r), where f_xc = dv_xc/dn at the unperturbed density. This function is periodic, so the phase again factors out. Altogether

Δṽ(G) = Δṽ_ext(G) + w(q+G) Δñ(G) + [f_xc Δñ](G).

Start from Δñ = 0. Each cycle takes a periodic Δñ to a periodic Δṽ, then to orbitals in the k+q spheres, then to a new periodic Δñ. The factor exp(iq·r) is never put on the grid, where for general q it would not fit. For local potentials the wavevector enters as a number in |k+q+G|², which also fixes the sphere, in w(q+G) and in Δṽ_ext. With a nonlocal pseudopotential, its matrix elements in H_{k+q} and in the perturbation depend on the wavevector too.

The steps to implement are:

1. Build the k+q spheres and find the occupied states there.
2. Form Δṽ on the primitive grid.
3. Multiply by u_mk, transform, keep the coefficients in the k+q sphere and project out the occupied states.
4. Solve for Δu_mk and accumulate Δñ.
5. Mix the old and new Δñ and return to step 2 until they agree.

**7. What the cost depends on**

The number of plane waves at wavevector κ is the number of G with |κ+G| ≤ K. Average it over the Brillouin zone, whose volume is (2π)³/Ω. The sum over G of integrals over one zone is an integral over all space, so

mean N_pw = [Ω/(2π)³] (4π/3) K³ = Ω(2E_cut)^{3/2}/(6π²).

For an fcc cell with cubic constant 10 bohr, Ω = 250 bohr³. At a cutoff of 10 hartree,

250 × 20^{3/2}/(6π²) = 377.6.

Direct counts at 500 random wavevectors have mean 377.6, standard deviation 4.7 and extremes 363 and 387. The standard deviation is thus about 1.2% of the mean. High-symmetry points can lie outside this range, because whole shells of G cross the cutoff together: the count is 339 at Γ, 10% below the mean, and 388 at X.

With N_v occupied bands, the projections in one application of the operator to all orbitals scale as N_k N_v² N_pw. A supercell of N cells with equal sampling has N_k/N points, N N_v bands and N N_pw plane waves, so the same work becomes

(N_k/N)(N N_v)²(N N_pw) = N² N_k N_v² N_pw.

Three costs can still change with q. Only symmetry operations that preserve q, up to some G, reduce the k-mesh. Time reversal turns q into −q, so it helps here only if it preserves q up to some G, alone or combined with a spatial operation. States at k+q may need an extra diagonalization. And the number of cycles depends on the screening.

To see the last point, let χ₀ be the density response to the total potential and F the combined interaction kernel. The cycle seeks Δn = χ₀(ΔV_ext + FΔn). Linear mixing with factor β changes an error e into

e + β(χ₀F − 1)e = (1 − βε)e, with ε = 1 − χ₀F.

Translation symmetry puts no bound on ε. In a metal χ₀ stays finite as q → 0 while 4π/q² grows, so ε grows and plain mixing needs an ever smaller β. In an insulator the matrix element of exp(iq·r) between occupied and empty states vanishes linearly in q. The long-wavelength χ₀ then vanishes as q², which cancels the growth. At q = 0 itself, the term G = 0 of the Coulomb kernel is undefined and the macroscopic electric field must be treated separately. The projector equations above also assume a gap. With the fractional occupations commonly used for metals, the density matrix is no longer idempotent, and the equations must be generalized.

**8. A worked case: q = 2/5**

The model is one-dimensional, with lattice constant a = 4 bohr and two electrons per cell. Each cell holds two Gaussian wells −D exp(−x²/(2s²)) with s = 0.6 bohr: D = 2.0 hartree at x = 0, and D = 0.8 hartree at x = 1.4 bohr. The crystal has no inversion centre, so time reversal alone supplies the relation between k and −k. The electrons repel through 0.5 exp(−x²/2) and feel v_xc = −0.3 n^{1/3}, both in atomic units. Self-consistent diagonalization gives a gap of 0.71 hartree.

The cutoff is 60 hartree, so K = √120 = 10.95 bohr⁻¹, and the reciprocal vector is b = 2π/4 = 1.571 bohr⁻¹. At k = 0 the largest integer below K/b = 6.97 is 6, which gives 2×6+1 = 13 plane waves. The other four points k = jb/5 have 14 each. The sum, 13+4×14 = 69, is the basis size of the five-cell supercell.

The deep well is displaced with q = 2b/5 = 0.6283 bohr⁻¹. At G = 0,

v(q) = −2.0 × 0.6 × √(2π) × exp(−(0.6283×0.6)²/2) = −2.80 hartree bohr,

Δṽ_ext(0) = −i × 0.6283 × (−2.80)/4 = +0.44i hartree/bohr.

On the five-point k-mesh, the self-consistent primitive-cell response has the coefficients below, in bohr⁻². A mesh of 10 or 20 points changes the real parts of the last three by one unit in the last digit, and a cutoff of 120 hartree changes no digit shown.

G = −2b: −0.0872 + 0.3534i
G = −b: −0.0295 + 0.3669i
G = 0: −0.0117 − 0.2793i
G = +b: −0.0861 − 0.4150i

At G = 0 the density is nearly opposite in phase to the applied potential: in this long-wave component, electrons move away from where the potential is raised. For displacements of amplitude 0.01 bohr, the density wave at q has amplitude 0.01 × 0.2795 = 0.0028 bohr⁻¹. The other three coefficients listed are larger in magnitude, so the response also has strong structure within each cell.

The same response follows from five cells without any use of Bloch phases. The deep wells are moved by ±h cos(q·R) and ±h sin(q·R), with h = 0.005 and 0.01 bohr, and each structure is solved self-consistently. If D(h) is the central difference of the density, [4D(h)−D(2h)]/3 removes the error of order h². The cosine result plus i times the sine result is Δn. Its largest difference from the primitive-cell result is 4.2×10⁻⁹ of the largest value of |Δn|.

The supercell density also displays the phase. Between cells j apart, Δn should change by the factor exp(4πij/5). The largest change relative to the first cell is then 2 sin(2π/5) = 1.902 times the maximum of |Δn|, and the computed figure is 1.902. After multiplication by exp(−iqx), the variation drops to 3×10⁻⁹.

The orbitals can be compared without fixing any phase by differentiating the supercell projector P. The cosine and sine derivatives are combined as for the density. In the combined derivative, the elements outside the blocks from k to k+q carry 7×10⁻¹⁰ of the norm. Acting on each ψ_k, the derivative gives the Sternheimer orbital to a relative accuracy of about 1×10⁻⁹.

**9. Other wavevectors, and the limit of linearity**

At q = 0, with both wells displaced equally, the crystal moves rigidly. The density becomes n(x−u), so Δn must equal −dn/dx. The response equations give this to about 10⁻¹² of the largest gradient. The G = 0 term needs no separate treatment here, because the transform w(p) of the model repulsion is finite at p = 0.

For a 20-point k-mesh and mixing factor 0.6, other wavevectors give the following. The last two entries describe the smallest commensurate supercell.

q/b: mean plane waves per k; cycles; cells; supercell plane waves
1/100: 13.95; 26; 100; 1395
1/5: 13.95; 26; 5; 69
89/233: 13.95; 27; 233; 3249
2/5: 13.95; 27; 5; 69
1/2: 13.95; 27; 2; 27

The basis size agrees with the one-dimensional mean 2Ka/(2π) = 13.95. The cycle counts have a simple reading. Where screening is weak, ε ≈ 1 and the error shrinks by 1−0.6 = 0.4 per cycle. A reduction to 10⁻¹⁰, the stopping criterion, then takes ln(10¹⁰)/ln(2.5) ≈ 25 cycles. At these wavevectors the eigenvalues of ε lie between 0.97 and 1.30. The smallest, pushed below 1 by the attractive f_xc, gives the slowest factor, 1 − 0.6×0.97 ≈ 0.42, and with it about 26 cycles. The near constancy is a result for this insulator and should not be carried over to metals, where by section 7 the Coulomb repulsion makes plain mixing harder as q → 0.

The fluctuating sphere size leaves a trace in the results. As k varies, plane waves enter and leave at the edge, and the integrand over k has small steps. For q = 2b/5, a 16-point mesh, which does not contain k+q, and a 20-point mesh, which does, give densities that differ by 2.3×10⁻⁴ of the maximum at a cutoff of 20 hartree. At 60 hartree the difference is 2.9×10⁻⁷. A difference between meshes can also come from too few k-points, so it should be checked against the cutoff; if it falls as it does here, a higher cutoff is the remedy.

The separation by wavevector in this form ends at first order. A second-order term contains two factors of the displacement, each with +q or −q, so its wavevectors are 0 and ±2q. This covers both the repeated action of ΔV and the second-order change of the potential itself. Wavevectors are defined up to some G, so at q = b/3, where 2q equals −q up to G, the second order falls back on ±q; at q = 2b/5 it does not. The second difference of the supercell density for the cosine pattern, with h = 0.005 bohr, shows this. The part at 0 carries 0.815 of the norm and the part at ±2q carries 0.580, with 0.815² + 0.580² = 1.00, while ±q carries 4×10⁻⁶. Displacements large enough for these terms to matter couple different wavevectors, and a single primitive-cell calculation at q no longer describes them.
